\section*{Free lattice expansion of clamped porous silicon from rocking-curve splitting}

\section*{Problem}

A porous silicon layer has been etched into a (001) silicon wafer. Its skeleton is still a single crystal, continuous with the wafer, and its in-plane lattice parameter equals that of the substrate, $a_S=0.543102$ nm. A symmetric 004 rocking curve, taken with Cu K$\alpha_1$ radiation of wavelength $\lambda=0.154059$ nm, shows two peaks. The layer peak lies at the smaller angle, and the splitting is
\[
S=\theta_S-\theta_L=60\ \text{arcsec}=2.909\times10^{-4}\ \text{rad}.
\]
It is measured between the centres of the peaks and is the mean of two readings, between which the wafer was turned by $180^\circ$ about its normal.

The layer has porosity $P=0.50$ and thickness 10 $\mu$m; the wafer is 500 $\mu$m thick. Treat the layer as an isotropic elastic medium with an assumed Poisson ratio $\nu=0.10$ and a Young modulus $E=20$ GPa. Assume that, if cut free, it would expand equally in all directions.

(a) By what fraction $\varepsilon_f$ would the lattice parameter of the released layer exceed $a_S$?

(b) What in-plane stress does the clamped layer carry?

(c) How does the answer depend on the assumed $\nu$, and what replaces it if the clamping is incomplete?

\section*{A tempting solution}

The 004 planes are $a/4$ apart, so Bragg's law $\lambda=2(a/4)\sin\theta$ gives
\[
\sin\theta_B=\frac{2\lambda}{a_S},\qquad \theta_B=34.564^\circ,\qquad \tan\theta_B=0.6889 .
\]
At fixed wavelength $a\sin\theta$ is constant. Differentiation gives $\Delta a/a=-\cot\theta_B\,\Delta\theta$, and with $\Delta\theta=-S$,
\[
\frac{\Delta a}{a}=S\cot\theta_B=\frac{2.909\times10^{-4}}{0.6889}=4.22\times10^{-4}.
\]
Silicon is cubic and the layer expands equally in all directions, so this is taken as the expansion of the free layer.

\section*{Where it fails}

The last sentence treats the layer as if it had already been free when it was measured. A free layer would be larger by the same fraction in the plane too, but there the measured lattice parameter equals $a_S$. The clamped layer is not cubic; it is slightly tetragonal.

A symmetric reflection measures the spacing of planes parallel to the surface. It therefore gives the normal excess $\varepsilon_\perp=(a_\perp-a_S)/a_S$, not $\varepsilon_f$. The substrate squeezes the layer in the plane, and for $\nu>0$ the squeezed layer bulges along its free normal. This bulge is counted in $\varepsilon_\perp$ but vanishes on release.

There is a second, smaller fault. Layer and substrate have different mean densities and refract X-rays differently, so part of $S$ is not strain.

\section*{From the splitting to the normal excess}

Let a medium have refractive index $1-\delta'$, with $\delta'\ll1$, and let $k=2\pi/\lambda$. The wavevector component along the surface, $k\cos\theta$, is conserved on entry. The normal component inside follows from
\[
k_z^2=k^2(1-\delta')^2-k^2\cos^2\theta\simeq k^2(\sin^2\theta-2\delta').
\]
Diffraction from planes $a_\perp/4$ apart requires $2k_z=2\pi/(a_\perp/4)$, or $k_z/k=2\lambda/a_\perp$. The peak therefore appears outside the crystal at
\[
\sin^2\theta=\left(\frac{2\lambda}{a_\perp}\right)^2+2\delta' .
\]
The substrate has $\delta'=\delta$, the value for dense silicon. The layer contains a fraction $1-P$ of the material, so $\delta'=(1-P)\delta$. Hence
\begin{align}
\sin^2\theta_S&=\sin^2\theta_B+2\delta,\\
\sin^2\theta_L&=\frac{\sin^2\theta_B}{(1+\varepsilon_\perp)^2}+2(1-P)\delta .
\end{align}
Subtract the second from the first. On the left, $\sin^2\theta_S-\sin^2\theta_L=\sin(\theta_S+\theta_L)\sin(\theta_S-\theta_L)\simeq S\sin2\theta_B$. On the right, $1-(1+\varepsilon_\perp)^{-2}\simeq2\varepsilon_\perp$. To first order,
\[
S\sin2\theta_B=2\varepsilon_\perp\sin^2\theta_B+2P\delta .
\]
Division by $\sin2\theta_B=2\sin\theta_B\cos\theta_B$ gives
\begin{equation}
S=\varepsilon_\perp\tan\theta_B+r,\qquad r=\frac{2P\delta}{\sin2\theta_B},
\qquad \varepsilon_\perp=(S-r)\cot\theta_B .
\end{equation}

Far from absorption edges $\delta=r_e\lambda^2n_e/2\pi$, where $r_e$ is the classical electron radius and $n_e=8\times14/a_S^3$ is the electron density of silicon. This gives $\delta=7.44\times10^{-6}$, with the small dispersion correction left out. Then $r=1.6$ arcsec, the strain part of the splitting is $S-r=58.4$ arcsec, and
\[
\varepsilon_\perp=4.11\times10^{-4}.
\]
Solving the two peak equations without the final expansion changes this by 0.05\%. These equations locate the centres of the peaks. Absorption skews the substrate peak. For a beam polarised perpendicular to the diffraction plane and a fully resolved curve, the maximum lies about 1.6 arcsec below the centre, as much as $r$ itself; for an unpolarised beam, or with 2 arcsec or more of instrumental broadening, the offset is below about 0.3 arcsec. Reading the splitting between the midpoints at half maximum is good to about 0.2 arcsec in all these cases.

\section*{From the normal excess to the free expansion}

Measure all strains from the substrate lattice. The strain that enters Hooke's law is the departure of the layer from its own stress-free state: elastic strain equals total strain minus free expansion. Let $x,y$ lie in the plane and $z$ along the normal. Clamping makes the total in-plane strain zero, so
\begin{equation}
e_x=e_y=0-\varepsilon_f=-\varepsilon_f,\qquad e_z=\varepsilon_\perp-\varepsilon_f .
\end{equation}
The top surface is free, so $\sigma_z=0$, and by symmetry $\sigma_x=\sigma_y=\sigma$. Hooke's law reads
\begin{align}
e_x&=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E}=\frac{(1-\nu)\sigma}{E},\\
e_z&=\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E}=-\frac{2\nu\sigma}{E}.
\end{align}
Eliminating $\sigma$,
\begin{equation}
e_z=-\beta e_x,\qquad \beta=\frac{2\nu}{1-\nu}.
\end{equation}
Insert the two elastic strains: $\varepsilon_\perp-\varepsilon_f=\beta\varepsilon_f$. Since $1+\beta=(1-\nu+2\nu)/(1-\nu)=(1+\nu)/(1-\nu)$,
\begin{equation}
\boxed{\ \varepsilon_f=\frac{1-\nu}{1+\nu}\,\varepsilon_\perp
=\frac{1-\nu}{1+\nu}\,(S-r)\cot\theta_B\ }
\end{equation}

\textbf{(a)} For $\nu=0.10$ the factor is $0.90/1.10=0.818$, so
\[
\varepsilon_f=0.818\times4.11\times10^{-4}=3.36\times10^{-4}.
\]
The released lattice parameter is $a_S(1+\varepsilon_f)=0.54328$ nm, against $0.54333$ nm along the normal of the clamped layer. The tempting value is 26\% above the right one: a factor 1.22 comes from the elastic bulge and a factor 1.03 from refraction.

\textbf{(b)} The equation for $e_x$ gives
\[
\sigma=-\frac{E\varepsilon_f}{1-\nu}
=-\frac{20\times10^3\times3.36\times10^{-4}}{0.90}\ \text{MPa}=-7.5\ \text{MPa}.
\]
The minus sign means compression. Since $E$ is the modulus of the porous medium, this is a mean over solid and pores; with empty pores the mean stress that clamping adds in the silicon skeleton is larger by $1/(1-P)$, about $-15$ MPa. Young's modulus sets the stress but cancels from $\varepsilon_f$, because the geometry prescribes the in-plane strain.

\section*{(c) The Poisson ratio and incomplete clamping}

For $\nu=0$ there is no bulge and $\varepsilon_f=\varepsilon_\perp$. For $\nu=1/2$ the elastic response conserves volume, so the whole free volume expansion $3\varepsilon_f$ appears along the normal and $\varepsilon_f=\varepsilon_\perp/3$. Between these limits
\[
\frac{d\ln\varepsilon_f}{d\nu}=-\frac1{1-\nu}-\frac1{1+\nu}=-\frac{2}{1-\nu^2},
\]
which is $-2.02$ at $\nu=0.10$. An error of 0.01 in $\nu$ thus moves the result by about 2\%. With the splitting held fixed:
\begin{center}
\begin{tabular}{lccccc}
$\nu$ & 0 & 0.05 & 0.10 & 0.20 & 0.28\\
$\varepsilon_f/10^{-4}$ & 4.11 & 3.72 & 3.36 & 2.74 & 2.31
\end{tabular}
\end{center}
The last column is close to the value for dense silicon under this loading. Using it for a layer whose true ratio is 0.10 would put the answer 31\% too low. By comparison, misreading the splitting by 1 arcsec costs 1.7\%.

If the layer has partly relaxed, its in-plane excess $\varepsilon_\parallel$ is not zero. An asymmetric reflection, whose planes are inclined to the surface, can supply it. Now $e_x=\varepsilon_\parallel-\varepsilon_f$, and $e_z=-\beta e_x$ becomes
\[
\varepsilon_\perp-\varepsilon_f=-\beta(\varepsilon_\parallel-\varepsilon_f)
\quad\Rightarrow\quad
(1+\beta)\varepsilon_f=\varepsilon_\perp+\beta\varepsilon_\parallel .
\]
Multiplying by $(1-\nu)/(1+\nu)$,
\begin{equation}
\varepsilon_f=\frac{(1-\nu)\varepsilon_\perp+2\nu\varepsilon_\parallel}{1+\nu}.
\end{equation}
Clamping, $\varepsilon_\parallel=0$, returns the boxed result. Full release, $\varepsilon_\parallel=\varepsilon_\perp$, gives $\varepsilon_f=\varepsilon_\perp$, the one case in which the tempting identification holds for any $\nu$. If $\varepsilon_\parallel=0.1\varepsilon_f$ but clamping is assumed, the result is too low by the fraction $0.1\beta/(1+\beta)$, or 1.8\% here.

\section*{What the model leaves out}

\textbf{Elastic anisotropy.} For a cubic (001) layer, $\sigma_z=C_{11}e_z+2C_{12}e_x=0$ gives $\beta=2C_{12}/C_{11}$. Equating this to $2\nu/(1-\nu)$ yields $\nu=C_{12}/(C_{11}+C_{12})$. The boxed formula survives if this directional ratio is used. For dense silicon, with the rough values $C_{11},C_{12},C_{44}=166,64,80$ GPa, it is 0.278. The Voigt average of the stiffness over orientations gives instead
\[
\nu=\frac{C_{11}+4C_{12}-2C_{44}}{4C_{11}+6C_{12}+2C_{44}}=0.217,
\]
and would make $\varepsilon_f$ 14\% too large in dense silicon. This indicates the scale of the effect; the porous skeleton need not have the same anisotropy.

\textbf{Unequal free expansion.} Suppose the free layer expands by $\varepsilon_c$ along the normal and $\varepsilon_a$ in the plane. Then $\varepsilon_\perp=\varepsilon_c+\beta\varepsilon_a$, and the boxed formula returns $(\varepsilon_c+\beta\varepsilon_a)/(1+\beta)$. For $\nu=0.10$ the weights are 0.82 and 0.18, so the measurement says little about the in-plane expansion.

\textbf{A yielding wafer.} The layer pushes outward with force per unit width $F\simeq M_Lt_L\varepsilon_f$, where $M_L=E/(1-\nu)$ and $t_L$ is its thickness. On a wafer of biaxial modulus $M_S=C_{11}+C_{12}-2C_{12}^2/C_{11}$ and thickness $t_S\gg t_L$, this force gives a mean strain $F/(M_St_S)$. Its moment $Ft_S/2$ about the midplane, balanced by $\kappa M_St_S^3/12$, gives the curvature $\kappa=6F/(M_St_S^2)$ and adds $\kappa t_S/2=3F/(M_St_S)$ at the interface. The interface strain is therefore $s\simeq4F/(M_St_S)$. Solving the force and moment balance with the finite layer thickness kept gives $s=3.3\times10^{-6}$ and a bending radius of 100 m.

Both lattices share $s$, so the difference of their normal strains is $(1+\beta)\varepsilon_f+(\beta_S-\beta)s$, with $\beta_S=2C_{12}/C_{11}$ for the wafer. Ignoring $s$ makes $\varepsilon_f$ too large by 0.4\%. The bending also turns the planes by 2 arcsec per millimetre of illuminated length, which broadens the peaks.

\textbf{Miscut.} If the crystal planes make an angle $\alpha$ with the surface, stretching the layer along the surface normal changes this angle to $\alpha'$, with $\tan\alpha'=(1+\varepsilon_\perp)\tan\alpha$. To first order the layer planes tilt by $\varepsilon_\perp\sin\alpha\cos\alpha$ relative to the substrate, or 0.7 arcsec for $\alpha=0.5^\circ$. This adds to one reading and subtracts from the one taken after the $180^\circ$ turn, so the mean removes it to this order.

\section*{Beside real layers}

The parameters are meant for freshly etched layers on heavily doped p-type wafers, where porosities near one half and lattice expansions of some $10^{-4}$ are typical in rough terms. The modulus is likewise a rough value and varies strongly with porosity. Real layers need not have one known, isotropic Poisson ratio: pores with a preferred direction make the skeleton anisotropic, and the table shows shifts of tens of per cent for plausible changes of $\nu$. For pores along the normal, $\sigma_z=C_{33}e_z+2C_{13}e_x=0$ gives $\beta=2C_{13}/C_{33}$ with the constants of the porous layer. An idealised array of straight cylindrical pores at $P=0.5$ would have $\beta$ of roughly 0.4 to 0.5 instead of 0.22, which would lower $\varepsilon_f$ to about $2.8$--$2.9\times10^{-4}$ and roughly double the stress; real pores branch, so this marks a range and not a value. Oxide grown in air can change the free expansion itself, so the result belongs to the layer as it was when measured. Oxide also adds electrons and so reduces $r$. Even in the limit $r=0$, which pores filled with oxide approach but do not quite reach, the same splitting would give $\varepsilon_f=3.45\times10^{-4}$, only 3\% higher. For this layer the data support $\varepsilon_f\approx3.4\times10^{-4}$ on condition that $\nu=0.10$, that the clamping is complete and that the free expansion is equal in all directions; the symmetric rocking curve alone cannot confirm these conditions.

Numbers in the example were calculated in double precision.
